# How a magnetron holds electrons directly and argon ions indirectly: a program that tests the result

```python
# Result under test: a magnetron field bends argon ions far too weakly to
# confine them directly, while it holds electrons tightly.
#   gyroradius            r = sqrt(2 M W) / (e B)
#   least drop to cross   V_c = e F^2 / (2 M),  F = integral of B over the path
# M mass, W kinetic energy, B field parallel to the target, e unit charge.
# Planar model: s is distance along the normal, x the sideways direction.
# A charge-sheet model tests how far ions can leave perfectly held electrons.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

e, m_e, eps0 = const.e, const.m_e, const.epsilon_0
m_ar = 39.95 * const.atomic_mass - m_e
B0 = 0.030            # tesla
energy = 5.0          # eV
depth = 0.02          # m
presheath = 5.0       # V
sheath = 300.0        # V
decay = 0.03          # m, decay length of the weakening field
pressure = 5e-3 * const.torr
temperature = 300.0   # K
density = 1e17        # m^-3
sigma_ion, sigma_el = 100e-20, 7e-20   # m^2, rough values


def gyroradius(mass, w_ev, field):
    return np.sqrt(2 * mass * w_ev * e) / (e * field)


def cutoff(mass, flux):
    return e * flux**2 / (2 * mass)


def travel(mass, w_ev, slope, field, limit):
    """Follow the Lorentz force until the particle turns or reaches limit.
    slope(s) is the energy gain per length in eV/m. Returns s, v_s, v_x."""
    omega = e * B0 / mass

    def rate(t, y):
        s, x, vs, vx = y
        turn = e * field(s) / mass
        return [vs, vx, e * slope(s) / mass - turn * vx, turn * vs]

    def turned(t, y):
        return y[2]

    def arrived(t, y):
        return y[0] - limit

    turned.terminal, turned.direction = True, -1
    arrived.terminal, arrived.direction = True, 1
    start = [0.0, 0.0, np.sqrt(2 * w_ev * e / mass), 0.0]
    sol = solve_ivp(rate, (0, 20 / omega), start, method="DOP853",
                    rtol=1e-10, atol=[1e-13, 1e-13, 1e-6, 1e-6],
                    first_step=1e-4 / omega, max_step=0.05 / omega,
                    events=[turned, arrived])
    assert sol.status == 1
    return sol.y[0, -1], sol.y[2, -1], sol.y[3, -1]


def uniform(s):
    return B0


def no_field(s):
    return 0.0


def weakening(s):     # s runs from the trap edge towards the target
    return B0 * np.exp(-(depth - s) / decay)


# Gyroradius: a particle launched along s turns after one gyroradius
r_ion = gyroradius(m_ar, energy, B0)
r_el = gyroradius(m_e, energy, B0)
for mass, radius in ((m_ar, r_ion), (m_e, r_el)):
    reached = travel(mass, energy, no_field, uniform, 10 * radius)[0]
    assert abs(reached / radius - 1) < 1e-6

# The same radius from atomic units, where r = sqrt(2 M W) / B
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
b_unit = const.physical_constants["atomic unit of mag. flux density"][0]
bohr = const.physical_constants["Bohr radius"][0]
r_atomic = np.sqrt(2 * (m_ar / m_e) * energy / hartree_ev) / (B0 / b_unit)
assert abs(r_atomic * bohr / r_ion - 1) < 1e-7

# Crossing threshold from rest, in uniform and weakening magnetic fields
flux_uniform = B0 * depth
flux_weak = quad(weakening, 0, depth)[0]
for mass in (m_ar, m_e):
    for field, flux in ((uniform, flux_uniform), (weakening, flux_weak)):
        for factor in (0.98, 1.02):
            slope_value = factor * cutoff(mass, flux) / depth
            end = travel(mass, 0, lambda s: slope_value, field, depth)[0]
            crossed = end > depth * (1 - 1e-7)
            assert crossed == (factor > 1)
vc_ion = cutoff(m_ar, flux_uniform)
vc_el = cutoff(m_e, flux_uniform)
vc_weak = cutoff(m_ar, flux_weak)

# With no electric field the threshold is an initial energy
for factor in (0.98, 1.02):
    end = travel(m_ar, factor * vc_ion, no_field, uniform, depth)[0]
    assert (end > depth * (1 - 1e-7)) == (factor > 1)

# A total drop above threshold fails if the ion is stopped midway
def late_drop(s):
    return vc_ion / depth * (0.3 + 14.4 * (s / depth)**11)


stop_midway = travel(m_ar, 0, late_drop, uniform, depth)[0]
total_late = quad(late_drop, 0, depth)[0]
predicted = brentq(lambda s: quad(late_drop, 0, s)[0]
                   - cutoff(m_ar, B0 * s), 0.1 * depth, 0.6 * depth)
assert total_late > vc_ion
assert abs(stop_midway / predicted - 1) < 1e-6

# Arrival angle after the presheath, and after presheath plus sheath
def both_drops(s):
    return (presheath + sheath * 20 * (s / depth)**19) / depth


angles = []
for slope, total in ((lambda s: presheath / depth, presheath),
                     (both_drops, presheath + sheath)):
    _, vs, vx = travel(m_ar, 0, slope, uniform, depth)
    angle = np.arctan2(vx, vs)
    assert abs(np.sin(angle) / np.sqrt(vc_ion / total) - 1) < 1e-6
    angles.append(np.degrees(angle))

# Outward ion: which field stops it?
def opposing(s):
    return -presheath / depth


out_b = travel(m_ar, energy, no_field, uniform, 0.2)[0]
out_e = travel(m_ar, energy, opposing, no_field, 0.2)[0]
out_both = travel(m_ar, energy, opposing, uniform, 0.2)[0]
k = e * B0**2 / (2 * m_ar)
grad = presheath / depth
root = (-grad + np.sqrt(grad**2 + 4 * k * energy)) / (2 * k)
assert abs(out_both / root - 1) < 1e-6
assert abs(out_e - out_both) < 0.1 * abs(out_b - out_both)

# Ion sheets launched out of a slab of fixed electrons
delta = np.sqrt(2 * eps0 * energy / (density * e))
omega_pi = np.sqrt(density * e**2 / (eps0 * m_ar))
speed = np.sqrt(2 * energy * e / m_ar)
count, slab = 500, 5 * delta
width = slab / count
x_start = (np.arange(count) + 0.5) * width - slab   # outer edge at zero


def sheet_acceleration(x):
    rank = np.empty(count)
    rank[np.argsort(x, kind="stable")] = np.arange(count)
    ions = (2 * rank - (count - 1)) * width
    electrons = 2 * np.clip(x + slab, 0, slab) - slab
    return e / m_ar * e * density * (ions - electrons) / (2 * eps0)


x, v = x_start.copy(), np.full(count, speed)
furthest = np.zeros(count)
dt = 0.002 / omega_pi
acc = sheet_acceleration(x)
for _ in range(3000):
    v += 0.5 * dt * acc
    x += dt * v
    acc = sheet_acceleration(x)
    v += 0.5 * dt * acc
    furthest = np.maximum(furthest, x - x_start)
below = -x_start
expected = np.where(below < delta, (delta**2 + below**2) / (2 * below), delta)
chosen = (below > 0.25 * delta) & (below < 3 * delta)
sheet_error = np.max(np.abs(furthest[chosen] / expected[chosen] - 1))
assert sheet_error < 2e-3      # finite time step
# thickness of the outer layer able to travel one trap depth past the edge
layer = delta**2 / (depth + np.sqrt(depth**2 + delta**2))

# Sizes of neglected effects
gas = pressure / (const.k * temperature)
path_ion, path_el = 1 / (gas * sigma_ion), 1 / (gas * sigma_el)
thermal = const.k * temperature / e
r_cold = gyroradius(m_ar, thermal, B0)
r_strong = gyroradius(m_ar, energy, 0.1)
mean_sine = quad(lambda a: 0.5 * np.sin(a)**2, 0, np.pi)[0]
period = 2 * np.pi * m_ar / (e * B0)

print(f"Magnetic field: {B0*1e3:.0f} mT")
print(f"Kinetic energy: {energy:.1f} eV")
print(f"Trap depth: {depth*100:.1f} cm")
print(f"Presheath drop: {presheath:.1f} V")
print(f"Sheath drop: {sheath:.0f} V")
print(f"Argon ion mass / electron mass: {m_ar/m_e:.0f}")
print(f"Argon ion speed: {speed/1e3:.2f} km/s")
print(f"Argon ion gyroradius: {r_ion*100:.2f} cm")
print(f"Argon ion gyroradius, atomic units: {r_atomic:.3e} bohr")
print(f"Electron gyroradius: {r_el*1e3:.3f} mm")
print(f"Gyroradius ratio ion/electron: {r_ion/r_el:.1f}")
print(f"Argon ion gyroperiod: {period*1e6:.1f} us")
print(f"Ion time to cross trap at 5 eV: {depth/speed*1e6:.2f} us")
print(f"Least drop for ion to cross: {vc_ion:.3f} V")
print(f"Least drop for electron to cross: {vc_el/1e3:.1f} kV")
print(f"Decay length of weakening field: {decay*100:.1f} cm")
print(f"Least ion drop, weakening field: {vc_weak:.3f} V")
print(f"Late-drop test, total drop: {total_late:.3f} V")
print(f"Late-drop test, ion stops after: {stop_midway*100:.3f} cm")
print(f"Arrival angle after presheath: {angles[0]:.1f} degrees")
print(f"Arrival angle after sheath too: {angles[1]:.1f} degrees")
print(f"Outward ion turns, B only: {out_b*100:.2f} cm")
print(f"Outward ion turns, E only: {out_e*100:.2f} cm")
print(f"Outward ion turns, E and B: {out_both*100:.2f} cm")
print(f"Plasma density: {density*1e-6:.1e} cm^-3")
print(f"Ion excursion from held electrons: {delta*1e6:.1f} um")
print(f"Outer layer able to go one trap depth: {layer*1e9:.0f} nm")
print(f"That layer / trap depth: {layer/depth:.1e}")
print(f"Largest relative error, sheet test: {sheet_error:.1e}")
print(f"Gas pressure: {pressure/const.torr*1e3:.1f} mTorr")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Ion cross section (rough): {sigma_ion*1e20:.0f} angstrom^2")
print(f"Electron cross section (rough): {sigma_el*1e20:.0f} angstrom^2")
print(f"Ion mean free path: {path_ion*100:.2f} cm")
print(f"Electron mean free path: {path_el*100:.1f} cm")
print(f"Ion free path / gyroradius: {path_ion/r_ion:.3f}")
print(f"Electron free path / gyroradius: {path_el/r_el:.0f}")
print(f"Least ion drop over one free path: {cutoff(m_ar, B0*path_ion):.3f} V")
print(f"Presheath drop over one free path: {grad*path_ion:.2f} V")
print(f"Thermal energy kT: {thermal:.4f} eV")
print(f"Ion gyroradius at energy kT: {r_cold*100:.2f} cm")
print(f"Cold ion free path / gyroradius: {path_ion/r_cold:.2f}")
print(f"5 eV ion gyroradius at 100 mT: {r_strong*100:.2f} cm")
print(f"Mean gyroradius, random directions: {mean_sine*r_ion*100:.2f} cm")
print("all tests passed")
```

Printed output:

```
Magnetic field: 30 mT
Kinetic energy: 5.0 eV
Trap depth: 2.0 cm
Presheath drop: 5.0 V
Sheath drop: 300 V
Argon ion mass / electron mass: 72823
Argon ion speed: 4.91 km/s
Argon ion gyroradius: 6.78 cm
Argon ion gyroradius, atomic units: 1.282e+09 bohr
Electron gyroradius: 0.251 mm
Gyroradius ratio ion/electron: 269.9
Argon ion gyroperiod: 86.7 us
Ion time to cross trap at 5 eV: 4.07 us
Least drop for ion to cross: 0.435 V
Least drop for electron to cross: 31.7 kV
Decay length of weakening field: 3.0 cm
Least ion drop, weakening field: 0.232 V
Late-drop test, total drop: 0.652 V
Late-drop test, ion stops after: 0.600 cm
Arrival angle after presheath: 17.1 degrees
Arrival angle after sheath too: 2.2 degrees
Outward ion turns, B only: 6.78 cm
Outward ion turns, E only: 2.00 cm
Outward ion turns, E and B: 1.85 cm
Plasma density: 1.0e+11 cm^-3
Ion excursion from held electrons: 74.3 um
Outer layer able to go one trap depth: 138 nm
That layer / trap depth: 6.9e-06
Largest relative error, sheet test: 9.2e-07
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Ion cross section (rough): 100 angstrom^2
Electron cross section (rough): 7 angstrom^2
Ion mean free path: 0.62 cm
Electron mean free path: 8.9 cm
Ion free path / gyroradius: 0.092
Electron free path / gyroradius: 353
Least ion drop over one free path: 0.042 V
Presheath drop over one free path: 1.55 V
Thermal energy kT: 0.0259 eV
Ion gyroradius at energy kT: 0.49 cm
Cold ion free path / gyroradius: 1.27
5 eV ion gyroradius at 100 mT: 2.03 cm
Mean gyroradius, random directions: 5.33 cm
all tests passed
```
